# Complex decay rates of three blocks in a circulating coolant loop

## Problem

Three equal metal blocks, each of heat capacity $C=1$ J/K, sit on a closed coolant loop. A pump drives the coolant one way, from block 1 to block 2, on to block 3 and back to block 1. The coolant's heat-capacity rate, its mass flow times its specific heat, is $g=1$ W/K. Each block also loses heat to a common constant ambient through a conductance $h=0.1$ W/K.

Let $\theta_j$ be the temperature of block $j$ above ambient. Assume that each block is isothermal, that coolant leaves a block at that block's temperature, and that the coolant stores negligible heat, crosses the connecting lines at once and loses nothing there. Properties and flow are constant.

(a) Write the heat balances and find every decay rate $s$, defined by solutions proportional to $e^{-st}$.

(b) Decide whether a network of ordinary, reciprocal heat conductances could have the same rates.

(c) Separate the part of the rates that conduction could imitate from the part due to circulation, and find out whether circulation by itself guarantees the new behaviour.

(d) Block 1 alone is heated to $T_0=20$ K above ambient and released. Find the temperatures, and a feature of block 1's cooling that equal blocks with equal losses, coupled by conduction, could not show.

(e) Examine what happens when coolant and block exchange heat imperfectly, when the loop contains a radiator, and when the copper and water of a small example loop are resolved in space.

## Solution

### (a) Heat balances and rates

Coolant enters block $j$ at the temperature of the block upstream, $\theta_{j-1}$, and leaves at $\theta_j$. It therefore delivers the power $g(\theta_{j-1}-\theta_j)$. With the loss to ambient,

$$C\frac{d\theta_j}{dt}=g(\theta_{j-1}-\theta_j)-h\theta_j ,\qquad \theta_0\equiv\theta_3 .$$

Summed over the blocks, the coolant terms cancel, so the flow moves heat without creating any. At equal temperatures each coolant term vanishes. These are properties of conduction too. The difference is that block 2 responds directly to block 1, while block 1 does not respond directly to block 2.

The equations keep their form when the labels are shifted round the ring, which suggests

$$\theta_j=A z^{j}e^{-st},\qquad z^3=1 .$$

The condition on $z$ makes block 4 the same as block 1. Since $\theta_{j-1}=\theta_j/z$, substitution gives

$$-sC=g\left(\frac1z-1\right)-h
\quad\Longrightarrow\quad
s=\frac{h+g(1-1/z)}{C}.$$

For $z=1$ all blocks are equally warm, the coolant carries no net heat into any of them, and $s_0=h/C$. For $z=e^{2\pi i/3}$,

$$\frac1z=-\frac12-\frac{\sqrt3}{2}i,\qquad 1-\frac1z=\frac32+\frac{\sqrt3}{2}i .$$

The third root, $z=e^{-2\pi i/3}$, gives the complex conjugate. Hence

$$s_0=\frac hC,\qquad
s_\pm=a\pm i\Omega,\qquad
a=\frac{h+\tfrac32 g}{C},\qquad
\Omega=\frac{\sqrt3}{2}\frac gC .$$

With the given values,

$$s_0=0.1\ \text{s}^{-1},\qquad s_\pm=(1.6\pm0.866\,i)\ \text{s}^{-1}.$$

The real part sets the decay and the imaginary part is an angular frequency. The complex pair describes a warm patch carried round the ring while it spreads. Its period is $2\pi/\Omega=7.255$ s, but its envelope falls by a factor $e$ in $1/a=0.625$ s. Over one period the envelope shrinks to $9.1\times10^{-6}$ of its value, so no train of visible oscillations follows.

### (b) Why reciprocal conduction forbids the pair

Let conductances $K_{ij}=K_{ji}\ge0$ join the blocks, and let the capacities $C_i>0$ and losses $h_i>0$ be arbitrary. Then

$$C_i\frac{d\theta_i}{dt}=-\sum_{j\ne i}K_{ij}(\theta_i-\theta_j)-h_i\theta_i .$$

In matrix form this is $\mathbf C\,\dot{\boldsymbol\theta}=-\mathbf G\boldsymbol\theta$, where $\mathbf C$ is diagonal. The off-diagonal elements of $\mathbf G$ are $-K_{ij}$, so $\mathbf G$ is real and symmetric.

The matrix $\mathbf C^{-1}\mathbf G$ need not be symmetric when capacities differ. Define $\mathbf y=\mathbf C^{1/2}\boldsymbol\theta$ and multiply the equation by $\mathbf C^{-1/2}$:

$$\dot{\mathbf y}=-\mathbf S\mathbf y,\qquad
\mathbf S=\mathbf C^{-1/2}\mathbf G\,\mathbf C^{-1/2}.$$

This is a change of variables, so the rates are unchanged, and $\mathbf S$ is real and symmetric. If $\mathbf S\mathbf u=s\mathbf u$, then $s=\mathbf u^\dagger\mathbf S\mathbf u/\mathbf u^\dagger\mathbf u$. The numerator equals its own complex conjugate because $\mathbf S^\dagger=\mathbf S$, and the denominator is positive. Every $s$ is therefore real.

The rates are also positive, because for any real nonzero $\boldsymbol\theta$

$$\boldsymbol\theta^{T}\mathbf G\boldsymbol\theta
=\sum_{i<j}K_{ij}(\theta_i-\theta_j)^2+\sum_i h_i\theta_i^2>0 .$$

The proof does not use the number of blocks. Adding hidden passive nodes, unequal capacities or unequal losses cannot produce the pair $1.6\pm0.866i$ s$^{-1}$ as long as all links are reciprocal. As a numerical test, 500 random three-block conduction networks were diagonalized, with capacities from 0.2 to 5 J/K, links up to 2 W/K and losses from 0.01 to 1 W/K. None had a rate with a nonzero imaginary part.

### (c) What circulation adds, and when it is not enough

Let $\mathbf P$ shift temperatures downstream, $(\mathbf P\boldsymbol\theta)_j=\theta_{j-1}$. The loop has

$$\mathbf G_{\rm loop}=(g+h)\mathbf I-g\mathbf P .$$

Split $\mathbf P$ into its symmetric and antisymmetric parts:

$$\mathbf G_{\rm loop}=
\underbrace{(g+h)\mathbf I-\frac g2(\mathbf P+\mathbf P^T)}_{\text{symmetric}}
-\underbrace{\frac g2(\mathbf P-\mathbf P^T)}_{\text{antisymmetric}} .$$

With three blocks, $\mathbf P+\mathbf P^T$ has a one in every off-diagonal place. The symmetric part is thus a conduction network with a link $g/2=0.5$ W/K between every pair.

On a mode $z^j$, $\mathbf P$ multiplies by $1/z$ and $\mathbf P^T$ by $z$. For $z=e^{2\pi i/3}$, $z+1/z=-1$ and $z-1/z=i\sqrt3$. The symmetric part contributes $g+h+g/2=h+\tfrac32g$, and the antisymmetric part contributes $+\tfrac g2(z-1/z)=i\tfrac{\sqrt3}{2}g$. Conduction alone would give 0.1, 1.6 and 1.6 s$^{-1}$; circulation splits the equal pair along the imaginary axis. Reversing the pump exchanges $\mathbf P$ and $\mathbf P^T$. The set of rates stays the same, but the warm patch travels the other way.

Suppose the blocks also touch, with an equal conductance $K$ between every pair. This adds $K(2-z-1/z)/C=3K/C$ to each rate of the pair. For $K=0.2$ W/K they become $2.2\pm0.866i$ s$^{-1}$. The frequency survives, but the pattern fades sooner.

**Two blocks are too few when the coolant stores no heat.** Write the rate matrix of any two-block system with non-negative couplings $b,c$ as

$$\begin{pmatrix}p&-b\\-c&q\end{pmatrix},\qquad
s=\frac{p+q}{2}\pm\frac12\sqrt{(p-q)^2+4bc}.$$

The square root is real even when $b\ne c$. Coolant that stores heat adds further nodes, and the result need not hold then. If each of the two lines joining two of our blocks holds 0.5 J/K of well-mixed water, the rates include the pair $1.55\pm1.34i$ s$^{-1}$.

**Three blocks may still have real rates.** If the capacities differ, a mode of the loop obeys $(g+h-sC_j)\theta_j=g\theta_{j-1}$. Multiplying the three equations and cancelling the product of temperatures gives

$$F(s)=\prod_{j=1}^{3}(g+h-sC_j)-g^3=0 .$$

Take capacities 1, 10 and 100 J/K, with $s$ in s$^{-1}$ and $F$ in (W/K)$^3$. Then $F(0)=1.1^3-1=0.331$, $F(0.011)=-1$, $F(0.5)=(0.6)(-3.9)(-48.9)-1\approx113$ and $F(1.1)=-1$. Three sign changes mean three real roots, which are 0.00252, 0.119 and 1.099 s$^{-1}$. One-way flow permits complex rates, but does not guarantee them. A complex rate is evidence against reciprocity; a set of real rates is not evidence for it.

### (d) Cooling after block 1 is heated

The three cube roots of unity sum to zero when each is raised to the power 1 or 2, and to three when raised to the power 0. The initial state is therefore

$$\theta_j(0)=\frac{T_0}{3}\sum_{z^3=1}z^{j-1},$$

which equals $T_0$ for $j=1$ and zero for the others. Let each mode decay at its own rate. The two complex terms are conjugates, and their sum is twice the real part:

$$\theta_j(t)=\frac{T_0}{3}\left\{e^{-ht/C}+2e^{-at}\cos\left[\Omega t-\frac{2\pi(j-1)}{3}\right]\right\}.$$

After 1 s the blocks are at 7.78, 6.94 and 3.38 K above ambient. Block 2, directly downstream, has warmed much more than block 3.

The mean of the three temperatures is $\bar\theta=(T_0/3)e^{-ht/C}$, because the three cosines sum to zero. Block 1 deviates from it by

$$\delta(t)=\theta_1-\bar\theta=\frac{2T_0}{3}e^{-at}\cos\Omega t .$$

It crosses the mean at $t=\pi/(2\Omega)=1.814$ s and then becomes cooler than the mean. To find the lowest point, set the derivative to zero:

$$-a\cos\Omega t-\Omega\sin\Omega t=0
\quad\Longrightarrow\quad \tan\Omega t=-\frac a\Omega .$$

The first positive solution has $\Omega t$ between $\pi/2$ and $\pi$, where the cosine is negative:

$$t_*=\frac{\pi-\arctan(a/\Omega)}{\Omega},\qquad
\delta(t_*)=-\frac{2T_0}{3}e^{-at_*}\frac{\Omega}{\sqrt{a^2+\Omega^2}} .$$

Later minima are smaller because of the exponential. Here $t_*=2.387$ s, and

$$\delta(t_*)=-13.33\ \text{K}\times0.0220\times0.476=-0.139\ \text{K}.$$

At that moment the blocks stand at 5.112, 5.544 and 5.098 K.

Now compare equal blocks with equal losses, joined by any reciprocal conductances. The matrix $\mathbf G/C$ is symmetric, so it has real orthonormal eigenvectors $\mathbf u_k$. One of them is $\mathbf u_0=(1,1,1)/\sqrt3$, with rate $h/C$. Expanding the same initial state gives

$$\theta_1(t)=T_0\sum_k (u_{k,1})^2e^{-s_kt}.$$

The $k=0$ term is $(T_0/3)e^{-ht/C}$, the mean temperature. What remains,

$$\delta_{\rm cond}(t)=T_0\sum_{k=1,2}(u_{k,1})^2e^{-s_kt},$$

has non-negative weights that add to $2/3$. It stays positive at every finite time. With links of $g/2$, the deviation at $t_*$ is $+0.293$ K, against $-0.139$ K in the loop. In this loop the undershoot comes from the complex pair. For equal blocks with equal losses and no other heat store, observing it rules out purely reciprocal conduction, though it does not by itself prove that the rates are complex. A hidden cold body joined to block 1 by conduction could also draw it below the mean of the three.

The equal losses matter for this diagnosis. Suppose conduction joins every pair equally, but block 1 loses more heat than the other two, which are alike. In the slowest mode the other two share a temperature $y$, and block 1, at $x$, obeys $(2K+h_1-sC)x=2Ky$. The lowest rate satisfies $sC\le(h_1+h_2+h_3)/3<h_1$, as the uniform trial vector shows, so $x<y$. Block 1 then ends below the mean without any circulation.

### (e) Imperfect exchange, a radiator and a resolved loop

**Imperfect exchange.** Let the coolant close a fraction $\varepsilon$ of the temperature gap as it passes an isothermal block. Its outlet temperature $v_j$ above ambient obeys

$$v_j=(1-\varepsilon)v_{j-1}+\varepsilon\theta_j .$$

For a mode $z^j$, write $r=1-\varepsilon$ and $w=1/z$. Then $v_j=\varepsilon\theta_j/(1-rw)$. The coolant removes $g(v_j-v_{j-1})=g(1-w)v_j$, so

$$sC=h+g\varepsilon\frac{1-w}{1-rw}.$$

Multiply numerator and denominator by $1-rw^*$. Since $w+w^*=-1$ and $ww^*=1$, the denominator becomes $1+r+r^2$, and the numerator is $1-w-rw^*+r$. For $z=e^{2\pi i/3}$ this gives

$$sC=h+\frac{g\varepsilon}{1+r+r^2}\left[\frac32(1+r)+i\frac{\sqrt3}{2}\varepsilon\right].$$

At $\varepsilon=1$ the earlier result returns. For small $\varepsilon$, the real part exceeds $h$ by about $g\varepsilon$, while the imaginary part is only about $g\varepsilon^2/(2\sqrt3)$. Coolant that barely changes temperature at each block acts almost as a shared bath, and its direction matters little.

**A radiator.** Let a radiator between blocks 3 and 1 pass on a fraction $f$ of the coolant's temperature above ambient. The product of the three mode equations becomes

$$(g+h-sC)^3=fg^3
\quad\Longrightarrow\quad
s=\frac{g+h-f^{1/3}g/z}{C}.$$

The frequency is multiplied by $f^{1/3}$. For $f=0.1$ it falls from 0.866 to about 0.40 s$^{-1}$. At $f=0$ the ring is cut, and all three rates equal $(g+h)/C=1.1$ s$^{-1}$, which is real. In this lumped loop the complex pair needs a closed thermal path, not merely a closed pipe.

**A small copper and water loop.** With rough room-temperature properties, 1 J/K of copper is a cube of 6.62 mm edge. Let 100 water channels of 0.15 mm diameter run through each cube, joined by lines of 0.7 mm bore and 15 mm length. The channels take up about 4% of the cube; the model keeps the copper's capacity at 1 J/K, as if the block were slightly enlarged to make up for them. The required flow is 14.4 mL/min. The Reynolds numbers, 23 in the channels and 489 in the lines, indicate laminar flow. A desktop liquid cooler carries, very roughly, a litre per minute and includes a radiator, so this example is far from that case in both flow and layout.

A bare cube would lose about 0.004 W/K by air convection and radiation. The assumed 0.1 W/K therefore needs a mount or sink of about 10 K/W. For fully developed flow, wall friction adds 1.2 mW of pump heat to the loop, a steady rise of about 4 mK. The lines are shorter than their entry length of about 17 mm, and allowing for developing flow and exit losses raises this to roughly 1.5 mW and 5 mK. This offsets the temperatures but does not change the decay rates.

The estimated water-to-copper conductance is 4.57 W/K, giving $\varepsilon=1-e^{-4.57}=0.990$. Each block holds 0.049 J/K of water and each line 0.024 J/K. A model resolving copper and water along the flow gives:

| Effects included | Complex rates (s$^{-1}$) |
|---|---:|
| Lumped loop | $1.60\pm0.87i$ |
| Finite exchange and copper gradients | $1.62\pm0.92i$ |
| Water storage and transit | $1.53\pm0.87i$ |
| All of these | $1.57\pm0.98i$ |

The formula for an isothermal block with $\varepsilon=0.990$ predicts a frequency of 0.84 s$^{-1}$, below the ideal value. The resolved value of 0.92 s$^{-1}$ lies above it, which points to temperature gradients along the copper as the cause of the increase. The table uses 36 cells along each block and each line. Halving that number changes the rates with all effects present by at most 0.019 s$^{-1}$. The scheme is first order, so refining the cells shifts these rates by about as much again, and the pair tends to $1.58\pm1.00i$ s$^{-1}$. The pair in the second row tends to $1.63\pm0.93i$ s$^{-1}$. In that limit the complex rate has moved by about 7% of its ideal modulus, and its imaginary part has risen by about 15%.

The slow rate falls to 0.093 s$^{-1}$. This agrees with simply adding the stored water to each block: $0.1/(1+0.049+0.024)=0.093$ s$^{-1}$.

The undershoot changes more than the rates. If the channel water in block 1 starts as hot as its copper, the lowest deviation of the mean copper temperature is $-0.22$ K at 2.22 s with 36 cells. It tends to $-0.23$ K at 2.18 s as the cells are refined, nearly 70% deeper than in the lumped model. The shifted pair alone comes close to the 36-cell result: putting $a=1.573$ and $\Omega=0.980$ s$^{-1}$ into the formula of part (d) gives $-0.23$ K at 2.17 s. A small remainder after several decay times is sensitive to modest changes in the rate.

The resolved model leaves out the headers that would spread the coolant from a line over the 100 channels, and these can matter more than the effects in the table. A header 0.5 mm deep across the cube face holds 0.09 J/K of water, more than the channels do. Two such headers per block, each well mixed and cold at the start, would move the pair to about $1.30\pm1.36i$ s$^{-1}$ and deepen the undershoot to about $-0.7$ K. The water inside the pump is left out too. In the lumped loop, 0.1 mL of it between blocks 3 and 1, well mixed and cold at the start, holds 0.42 J/K, moves the pair to about $1.38\pm1.13i$ s$^{-1}$ and deepens the undershoot to about $-0.37$ K. The complex pair survives in both examples, but its value depends on how the loop is built. The model also omits heat stored in the tube walls, transverse gradients in the copper, developing flow, heat loss from the lines and the temperature dependence of the properties. The program lists the material properties and dimensions used.

## Computed values

```
Block capacity C: 1.0 J/K
Coolant capacity rate g: 1.0 W/K
Ambient loss h per block: 0.1 W/K
Slow decay rate: 0.1000 1/s
Complex decay rates: 1.6000 +/- 0.8660i 1/s
Slow time constant: 10.00 s
Complex-pair envelope time: 0.625 s
Oscillation period: 7.255 s
Envelope factor per period: 9.09e-06 
Largest |Im s|, 500 reciprocal nets: 0.0e+00 1/s
Rates with reciprocal g/2 links: 0.1000, 1.6000, 1.6000 1/s
Added pair conductance K: 0.2 W/K
Complex rates with added K: 2.2000 +/- 0.8660i 1/s
Unequal capacities: [1.0, 10.0, 100.0] J/K
Their loop rates: 0.00252, 0.11941, 1.09907 1/s
Initial rise of block 1: 20.0 K
Block rises 1,2,3 at 1 s: 7.7763, 6.9361, 3.3844 K
Block rises 1,2,3 at lowest deviation: 5.1118, 5.5438, 5.0979 K
Block 1 crosses mean at: 1.814 s
Lowest deviation at: 2.387 s
Lowest deviation from mean: -139.4 mK
Reciprocal g/2 deviation then: 292.8 mK
Copper cube edge: 6.62 mm
Water flow: 14.40 mL/min
Water-copper conductance UA: 4.57 W/K
Exchange effectiveness: 0.9896 
Copper axial conductance: 2.54 W/K
Water capacity in one block: 0.0487 J/K
Water capacity in one line: 0.0241 J/K
Line transit time: 24.1 ms
Reynolds number, channel: 23 
Reynolds number, line: 489 
Pressure drop per block: 1.14 kPa
Pressure drop per line: 0.54 kPa
Pump heat in whole loop: 1.21 mW
Steady rise from pump heat: 4.03 mK
Bare cube loss, air + radiation: 0.0042 W/K
Resolved model, ideal limit: 1.5987 +/- 0.8674i 1/s
With finite exchange and gradients: 1.6233 +/- 0.9196i 1/s
With water storage and transit: 1.5264 +/- 0.8685i 1/s
With all these effects: 1.5734 +/- 0.9802i 1/s
Slow rate with all these effects: 0.0932 1/s
Relative shift of complex rate: 6.4 %
Rate change on halving the cells: 0.0185 1/s
Resolved lowest deviation: -223.5 mK
Resolved lowest deviation at: 2.22 s
```
